Degrees of rate control: sum rule and propagation of free-energy errors, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The degree of rate control and its sum rule

### Definitions and conventions

A catalyst surface consists of identical sites. Surface species are labelled n = 0, 1, …, M, with n = 0 the free site, and each occupies one site. The coverage θ_n is the fraction of sites in state n, so that

Σ_n θ_n = 1.  (1)

Gas species g have fixed pressures p_g, which enter every formula divided by 1 bar. The temperature T is fixed and β = 1/(k_B T). Elementary steps are labelled i = 1, …, m. Step i takes a_in units of surface species n and a_ig of gas g into b_in and b_ig units. Sites are neither made nor destroyed, so each step has a site number

σ_i = Σ_n a_in = Σ_n b_in.  (2)

In the mean-field approximation the adsorbates are randomly distributed, and the net rate of step i per site and per unit time is

v_i = k_i ∏_n θ_n^(a_in) ∏_g p_g^(a_ig) − k_−i ∏_n θ_n^(b_in) ∏_g p_g^(b_ig).  (3)

With N_ni = b_in − a_in the coverages obey

dθ_n/dt = Σ_i N_ni v_i.  (4)

By (2), Σ_n N_ni = 0 for every step, so (4) conserves Σθ_n. Equation (1) is assumed to be the only conservation law; with several kinds of site there is one law for each, and each is treated as (1) is treated below. A steady state satisfies (1) and Σ_i N_ni v_i = 0 for all n. The turnover frequency is the net production of one chosen gas product,

r = Σ_i c_i v_i = c·v,  (5)

where c_i is the net number of product molecules released by step i. It is assumed that r ≠ 0, and ln r stands for ln|r| if the net reaction runs backwards.

Standard free energies are in eV, all measured from one reference: the bare surface and a fixed set of gas molecules supplying the atoms. G_n belongs to a surface species, G_g to a gas, and G_i‡ to the transition state of step i, with any transmission coefficient absorbed in it. Transition-state theory gives

k_i = (k_B T/h) exp[−β(G_i‡ − Σ_n a_in G_n − Σ_g a_ig G_g)],  (6a)

k_−i = (k_B T/h) exp[−β(G_i‡ − Σ_n b_in G_n − Σ_g b_ig G_g)].  (6b)

The equilibrium constant K_i = k_i/k_−i does not contain G_i‡. The word "state" covers transition states and adsorbed intermediates together, and for each state j

y_j = −βG_j,  (7)

so that stabilising a state raises its y. If adsorbates interact laterally, G_j = G_j⁰ + f_j(θ); then y_j means −βG_j⁰, and the functions f_j are held fixed in every derivative.

Campbell's degree of rate control of step i is

X_i = (k_i/r)(∂r/∂k_i) at fixed K_i and fixed k_j, k_−j for j ≠ i,  (8)

where the steady state is allowed to readjust. Holding K_i fixed while k_i is multiplied by e^η means that k_−i is multiplied by e^η too. By (6) and (7), ln k_i and ln k_−i each contain the term y_i‡ with coefficient one, and no other rate constant contains it. Raising y_i‡ by η therefore produces exactly this change of the rate constants. Since r depends on the energies only through the rate constants,

X_i = ∂ln r/∂y_i‡ = ∂ln r/∂(−G_i‡/k_B T),  (9)

all other energies fixed. A positive X_i means that lowering transition state i speeds the turnover. The same expression defines the degree of rate control of an intermediate,

X_n = ∂ln r/∂y_n.  (10)

The condition on K_i matters. Let F_i = ∂ln r/∂ln k_i at fixed k_−i and R_i = ∂ln r/∂ln k_−i at fixed k_i. The chain rule applied to the joint scaling gives

X_i = F_i + R_i.  (11)

A change of k_i alone alters K_i and so alters the thermodynamics of the step; it is not a change of a barrier.

The result to be proved is

Σ_(i=1..m) X_i = 1,  (12)

with the sum over transition states only.

### First derivation: a change of the unit of time

Multiply every k_i and k_−i by one number s > 0. Each term of (3) is linear in one rate constant, so at any given θ

v_i(θ; sk) = s v_i(θ; k).  (13)

This remains true with lateral interactions, where k_±i is a function of θ and the whole function is multiplied by s. Let θ(t; k) solve (4) from a given initial state and put φ(t) = θ(st; k). The chain rule and then (13) give

dφ/dt = s N v(φ; k) = N v(φ; sk).

So φ solves the equations with scaled constants from the same initial state, and because the solution of (4) is unique for smooth v,

θ(t; sk) = θ(st; k).  (14)

The scaled system runs along the same curve s times faster. It has the same steady states, since N v(θ; sk) = 0 is equivalent to N v(θ; k) = 0, and if there are several it reaches the same one from the same start. Call this state θ̄. From (5) and (13),

r(sk) = c·v(θ̄; sk) = s c·v(θ̄; k) = s r(k).  (15)

Suppose that r is a differentiable function of the 2m rate constants near k. Differentiating (15) with respect to s at s = 1, with d(sk_i)/ds = k_i, gives Euler's relation for a function homogeneous of degree one,

Σ_i [k_i ∂r/∂k_i + k_−i ∂r/∂k_−i] = r.

Division by r turns the bracket into F_i + R_i, which is X_i by (11), and (12) follows. The forward sensitivities alone sum to 1 − Σ_i R_i, which equals one only if the reverse sensitivities sum to zero.

Equation (15) holds for finite s. Raising every G_i‡ by the same Δ corresponds to s = e^(−βΔ), so

ln r(G‡ + Δ) − ln r(G‡) = −βΔ  (16)

without any expansion in Δ. For two products P and Q of a branched network, (12) holds for r_P and r_Q separately, and the degrees of control of ln(r_P/r_Q), which are X_i^P − X_i^Q, sum to zero: a common shift of all barriers leaves the selectivity unchanged.

### Second derivation: implicit differentiation of the steady state

The M + 1 equations Σ_i N_ni v_i = 0 add up to 0 = 0, so one is redundant. Replace the one for n = 0 by the site balance:

Φ_0 = Σ_n θ_n − 1 = 0,  Φ_n = Σ_i N_ni v_i(θ, y) = 0 for n = 1, …, M.  (17)

The Jacobian J_nl = ∂Φ_n/∂θ_l has the elements

J_0l = 1,  J_nl = Σ_i N_ni ∂v_i/∂θ_l for n ≥ 1,

where ∂v_i/∂θ_l includes the coverage dependence of the rate constants if there is any. Assume J is invertible at θ̄. The implicit function theorem then provides a unique smooth branch θ̄(y) nearby. At fixed θ, both terms of v_i are proportional to exp(y_i‡) and no other rate contains it, so

∂v_j/∂y_i‡ at fixed θ = δ_ij v_i.  (18)

The explicit derivative of Φ with respect to y_i‡ is therefore a column vector B_i with

B_0i = 0,  B_ni = N_ni v_i for n ≥ 1.

Φ vanishes all along the branch, so its total derivative vanishes: J ∂θ̄/∂y_i‡ + B_i = 0, or

∂θ̄/∂y_i‡ = −J⁻¹ B_i.  (19)

The turnover changes directly through (18) and indirectly through the coverages. With u_l = Σ_j c_j ∂v_j/∂θ_l,

∂r/∂y_i‡ = c_i v_i + u·∂θ̄/∂y_i‡ = c_i v_i − uᵀ J⁻¹ B_i.

Define μ by Jᵀμ = u, so that uᵀJ⁻¹ = μᵀ. Then μ·B_i = v_i Σ_(n≥1) μ_n N_ni and

X_i = (v_i/r) [c_i − Σ_(n≥1) μ_n N_ni].  (20)

One linear solve for μ yields every X_i. Summing over the steps and exchanging the order of the two sums,

Σ_i X_i = (1/r) [Σ_i c_i v_i − Σ_(n≥1) μ_n (Σ_i N_ni v_i)].

The inner parenthesis is Φ_n, which is zero at the steady state, and the first sum is r by (5). This is (12). In the form (19) the same step reads Σ_i B_i = 0, hence Σ_i ∂θ̄/∂y_i‡ = 0: the coverage responses to the separate barriers cancel, and the direct terms add up to r.

Formula (20) shows that a step carrying no net rate at the steady state has X_i = 0. It also shows that nothing fixes the sign of the bracket. The sum rule constrains the total only, and the X_i need not lie between zero and one.

### What each derivation assumes

Both rest on one physical statement: each net rate is proportional to a factor that belongs to its own step, and every process that changes θ is in the list. It appears as (13) in the first derivation and as (18) in the second. Neither uses the thermodynamic consistency of the K_i or the absence of lateral interactions, and the second does not use the stability of θ̄. Stability decides whether the steady state is the one observed. Transition-state theory serves only to translate rate constants into energies through (9).

The first derivation never opens the function v(θ). It therefore carries over to descriptions in which (3) fails. For a master equation on a lattice, dP/dt = L(k)P with L(sk) = sL(k), the stationary distribution solves LP = 0 and is unchanged by s, while the mean event rates are multiplied by s, so (15) holds again. For an oscillating state, (14) maps the cycle onto itself with the period divided by s; the number of turnovers per cycle is unchanged and the average rate is multiplied by s. The derivation gives the finite law (16) directly. It has to assume that r is differentiable in each constant, because otherwise the separate X_i do not exist, and it says nothing about their values.

The second derivation needs a true steady state, an explicit smooth v(θ) and an invertible J. In return it proves the differentiability that the first one assumes and delivers each X_i. It is a local statement, but it recovers (16): a common shift multiplies the rows n ≥ 1 of J by s and leaves J invertible, so (12) holds at every point of the shift, and integrating d ln r/d ln s = 1 gives (16).

The two part company where J becomes singular, as at a fold where two steady branches merge. At an ordinary fold θ̄ departs from its critical value as the square root of the distance in y, so (19) grows as the inverse square root, and individual X_i can be large with opposite signs while their sum stays at one. At the fold itself (20) has no meaning, yet (15) still holds, because the common scaling does not move the system towards or away from the fold.

The numerical check re-solves the steady state with k_i and k_−i scaled together, for random branched five-step networks with and without lateral terms, and tests (12) and the formula built on (19) for both products; the largest departure of the sum from one is 1.6 × 10⁻⁹. It also tests (14).

### A two-step cycle

For A + * ⇌ A* and A* ⇌ P + *, set G_* = G_A(gas) = 0 and define w_i = (k_B T/h) exp(y_i‡), K = exp(y_A*), λ = θ_A/K, p = p_A and q = p_P exp(βG_P). From (6), k_1 = w_1, k_−1 = w_1/K, k_2 = w_2/K and k_−2 p_P = w_2 q, so the steady state reads

r = w_1(pθ_* − λ),  r = w_2(λ − qθ_*),  θ_* + Kλ = 1.

The first gives λ = pθ_* − r/w_1, and the site balance then gives θ_* = (1 + Kr/w_1)/(1 + Kp). Dividing each rate equation by its w and adding, r(1/w_1 + 1/w_2) = (p − q)θ_*. Inserting θ_*, multiplying by 1 + Kp and collecting the terms in r/w_1, whose coefficient is (1 + Kp) − (p − q)K = 1 + Kq,

r = (p − q)/(ρ_1 + ρ_2),  ρ_1 = (1 + Kq)/w_1,  ρ_2 = (1 + Kp)/w_2.  (21)

Since ∂ρ_i/∂y_i‡ = −ρ_i, the degrees are X_i = ρ_i/(ρ_1 + ρ_2). Here they are positive fractions, like shares of a series resistance. When one ρ_i dominates, that step has X → 1 and the other has X → 0. The other step need not be close to equilibrium: for q = 0 step 2 has no reverse rate at all, yet X_2 → 0 when ρ_1 ≫ ρ_2. The X_i stay finite as q → p and r → 0.

### A three-step model with a negative degree

Take 1: A + * ⇌ A*, 2: B + * ⇌ B*, 3: A* + B* ⇌ P + 2*, with σ = 1, 1, 2 and r = v_3. With G_* = G_A(gas) = G_B(gas) = 0, K_A = exp(y_A*), K_B = exp(y_B*), λ_A = θ_A/K_A, λ_B = θ_B/K_B and q = p_P exp(βG_P), the same substitution gives

v_1 = w_1(p_Aθ_* − λ_A),  v_2 = w_2(p_Bθ_* − λ_B),  v_3 = w_3(λ_Aλ_B − qθ_*²).

The steady state requires v_1 = v_2 = v_3 = r. The first two give

λ_A = p_Aθ_* − r/w_1,  λ_B = p_Bθ_* − r/w_2,  (22)

and the site balance θ_* + K_Aλ_A + K_Bλ_B = 1 becomes

θ_* = (1 + br)/D,  D = 1 + K_Ap_A + K_Bp_B,  b = K_A/w_1 + K_B/w_2.  (23)

So λ_A = p_A/D + α_A r and λ_B = p_B/D + α_B r, with α_A = p_A b/D − 1/w_1 and α_B = p_B b/D − 1/w_2, and r is a root of the quadratic

f(r) = w_3[λ_A(r)λ_B(r) − qθ_*(r)²] − r = 0.  (24)

For p_Ap_B > q there is exactly one physical root. A negative r with θ_* > 0 would give λ_A > p_Aθ_* and λ_B > p_Bθ_* by (22), hence v_3 > 0, a contradiction. At r = 0, f = w_3(p_Ap_B − q)/D² > 0. The slope of the site balance in r gives K_Aα_A + K_Bα_B = −b/D < 0, so at least one α is negative and one λ reaches zero at a finite r_max, where f = −w_3qθ_*² − r_max < 0. If α_Aα_B ≤ 0, the coefficient of r², which is w_3(α_Aα_B − qb²/D²), is negative and f is concave. If both α are negative, every term of f decreases on the interval. In either case f crosses zero once. In (22) and (23) r occurs only as r/w_1 and r/w_2, so f is homogeneous of degree one in (w_1, w_2, w_3, r) jointly. With X_i = −w_i(∂f/∂w_i)/(r ∂f/∂r), Euler's relation Σ_i w_i ∂f/∂w_i + r ∂f/∂r = f = 0 is the sum rule for this model; the relation is tested symbolically.

The parameters are round model values: T = 500 K, G‡ = 0.80, 0.85, 0.50 eV, G_A* = −0.30 eV, G_B* = −0.20 eV, G_P = −0.50 eV, and p_A, p_B, p_P = 0.5, 1.0, 0.1 bar. Then k_BT = 0.043087 eV, k_BT/h = 1.0418 × 10¹³ s⁻¹, w_1 = 8.9981 × 10⁴ s⁻¹, w_2 = 2.8195 × 10⁴ s⁻¹, w_3 = 9.5065 × 10⁷ s⁻¹, K_A = 1056.49 and K_B = 103.73. The root is r = 67.789 s⁻¹. Extra digits are carried here so that the arithmetic closes:

D = 1 + 528.25 + 103.73 = 632.98
b = 0.011741 + 0.003679 = 0.015420 s
θ_* = (1 + 0.015420 × 67.789)/632.98 = 0.0032313
λ_A = 0.0016156 − 0.0007534 = 8.623 × 10⁻⁴
λ_B = 0.0032313 − 0.0024043 = 8.270 × 10⁻⁴
w_3λ_Aλ_B = 9.5065 × 10⁷ × 7.131 × 10⁻⁷ = 67.79 s⁻¹

The coverages are θ_* = 0.0032, θ_A = 0.9110 and θ_B = 0.0858. The reverse term of step 3 has q = 0.1 × exp(−0.50/0.043087) ≈ 9 × 10⁻⁷, so w_3qθ_*² ≈ 10⁻³ s⁻¹, about 10⁻⁵ of r. The state is stable, with relaxation eigenvalues −74047 s⁻¹ and −361 s⁻¹.

Dropping q, ln r = y_3‡ + ln λ_A + ln λ_B + const. At fixed r, a change δy_1‡ changes 1/w_1 by −δy_1‡/w_1. By (23) θ_* then changes by −(K_A/D)(r/w_1)δy_1‡, and by (22) λ_A changes by (r/w_1)(1 − p_AK_A/D)δy_1‡ and λ_B by −(r/w_1)(p_BK_A/D)δy_1‡. Step 2 follows by exchanging A and B. The explicit derivatives of ln λ_A + ln λ_B are thus

ν_1 = (r/w_1λ_A)(1 − p_AK_A/D) − (r/w_1λ_B)(p_BK_A/D),

ν_2 = (r/w_2λ_B)(1 − p_BK_B/D) − (r/w_2λ_A)(p_AK_B/D).

Because λ_A and λ_B depend on r/w_1 and r/w_2 only, their response to δ ln r is −(ν_1 + ν_2)δ ln r. Hence δ ln r = δy_3‡ + ν_1δy_1‡ + ν_2δy_2‡ − (ν_1 + ν_2)δ ln r, and

X_1 = ν_1/Λ,  X_2 = ν_2/Λ,  X_3 = 1/Λ,  Λ = 1 + ν_1 + ν_2.  (25)

The numbers are

ν_1 = 0.8737 × 0.1655 − 0.9110 × 1.6691 = 0.1446 − 1.5205 = −1.376
ν_2 = 2.9072 × 0.8361 − 2.7883 × 0.0819 = 2.4308 − 0.2285 = 2.202
Λ = 1 − 1.376 + 2.202 = 1.826

and X_1 = −0.753, X_2 = 1.206, X_3 = 0.548, in agreement with −0.75334, 1.20583 and 0.54751 obtained from the definition (8), whose sum is one. The sign of X_1 is read from ν_1. A lower barrier for adsorbing A brings λ_A closer to p_Aθ_*, worth +0.87, of which the fall of θ_* described next takes back 0.73, leaving the term +0.14. It also lets A take more of the few free sites, and the loss of θ_* cuts the supply of B, which is the term −1.52. As w_1 and w_2 → ∞ both ν vanish and X_3 → 1. The forward sensitivities are −1.6156, 1.6206 and 0.5475, with sum 0.5525.

### Failure when a rate process is left out

Let B reach the surface by transport, k_m(p⁰ − p) = r(p, y), where p⁰ is the fixed bulk pressure and p the pressure at the surface. Scaling the chemical constants alone no longer rescales time, because k_m stays put. Let X_i⁰ be the degrees at fixed p, with ΣX_i⁰ = 1, let n = ∂ln r/∂ln p, and put φ = (p⁰ − p)/p. The kinetics and the transport law give

δ ln r = Σ_i X_i⁰δy_i‡ + n δ ln p,

δ ln r = δ ln k_m − δp/(p⁰ − p) = δ ln k_m − (1/φ) δ ln p.

The second gives δ ln p = φ(δ ln k_m − δ ln r). Substituting this in the first and collecting δ ln r,

X_i = X_i⁰/(1 + nφ),  X_m = nφ/(1 + nφ),  Σ_i X_i + X_m = 1.  (26)

The transition-state degrees sum to less than one for a positive order and to more than one for a negative order with 1 + nφ > 0. In the model with k_m = 200 s⁻¹ bar⁻¹ and p⁰ = 1.0 bar, the surface pressure is 0.7717 bar and r = 45.654 s⁻¹, consistent with 200 × 0.2283 = 45.7. The degrees are −0.3655, 0.7579 and 0.3088, with sum 0.7012, and a separate variation of k_m gives X_m = 0.2988; that the total is one is tested. With φ = 0.2283/0.7717 = 0.296, (26) implies n = 0.2988/(0.7012 × 0.296) ≈ 1.4, an inferred value. The feed rate of a flow reactor at finite conversion is likewise a rate outside the list, and it must be counted before the sum closes.

## Part II. The degrees as weights of free-energy errors

### Symbols and results carried over

The setting is a mean-field steady state at fixed T and gas pressures, on a smooth branch with invertible Jacobian J of the system Φ = 0, where Φ_0 = Σθ_n − 1 and Φ_n = Σ_i N_ni v_i for n ≥ 1. Step i has surface coefficients a_in, b_in and site number σ_i. For each state, y_j = −βG_j and X_j = ∂ln r/∂y_j; w_i = (k_BT/h)exp(y_i‡). The transition-state degrees obey Σ_i X_i = 1 (12), and a common barrier shift Δ changes ln r by exactly −βΔ (16). In the three-step model, with states ordered TS1, TS2, TS3, A*, B*, r = 67.789 s⁻¹, θ_* = 0.00323, θ_A = 0.91098, θ_B = 0.08579, and X_1, X_2, X_3 = −0.75334, 1.20583, 0.54751 at k_BT = 0.043087 eV, given by X_1 = ν_1/Λ, X_2 = ν_2/Λ, X_3 = 1/Λ (25).

### The degrees of the intermediates

A computed energy profile has errors in its wells as well as at its peaks, so the X_n are needed too. Assume in this section one site per adsorbate, all θ_n > 0 and no lateral interactions, and let the free site formally carry an energy G_0. Define λ_n = θ_n exp(−y_n). In the forward term of (3), the factor exp(βa_inG_n) from k_i combines with θ_n^(a_in) into λ_n^(a_in), and likewise in the reverse term:

v_i = w_i [Γ_i ∏_n λ_n^(a_in) − Γ′_i ∏_n λ_n^(b_in)],  (27)

where Γ_i and Γ′_i collect the gas pressures and gas energies. In the variables ℓ_n = ln λ_n the rates do not contain y_n, which survives only in the site balance Σ_l exp(ℓ_l + y_l) = 1. Vary one y_n. The steady-state equations become

Σ_l θ_l δℓ_l = −θ_n δy_n,  Σ_l (∂Φ_k/∂ℓ_l) δℓ_l = 0 for k ≥ 1.

At fixed y, ∂/∂ℓ_l = θ_l ∂/∂θ_l, so the matrix of this system is J̃_kl = J_kl θ_l, which is invertible because J is and θ_l > 0. With e_0 the unit vector of the row of Φ_0, the solution is δℓ = −θ_nδy_n J̃⁻¹e_0. The turnover depends on y_n only through ℓ, so with γ_l = ∂ln r/∂ℓ_l,

X_n = −σθ_n,  σ = γ·J̃⁻¹e_0,  (28)

and σ is the same number for every n, the free site included.

An invariance fixes σ. From (6), ln k_i = y_i‡ − Σ_n a_in y_n + terms without surface energies. Raise every y_n, n = 0 included, by η and every y_i‡ by σ_iη. Then ln k_i changes by σ_iη − ηΣ_n a_in = 0, and so does ln k_−i, by (2). This is a change of the energy assigned to a site, and r cannot respond:

Σ_(n≥0) X_n + Σ_i σ_iX_i = 0.  (29)

Inserting (28) and using Σθ_n = 1,

σ = Σ_i σ_iX_i.  (30)

If every step uses one site, the sum rule gives σ = 1 and X_n = −θ_n. The two-step cycle confirms this: from (21), ∂ln r/∂ln K = −K(q/w_1 + p/w_2)/(ρ_1 + ρ_2), while λ = pθ_* − r/w_1 with θ_* = r(1/w_1 + 1/w_2)/(p − q) gives λ = r(q/w_1 + p/w_2)/(p − q) = (q/w_1 + p/w_2)/(ρ_1 + ρ_2), so the derivative is −Kλ = −θ_A. For σ > 0, stabilising an intermediate with all transition states fixed slows the turnover in proportion to its coverage.

With lateral interactions the rates depend on θ as well as on λ, so y_n re-enters (27) and (28) fails, while (29) uses only (6) and survives. In the random networks |X_n + σθ_n| is at most 1.4 × 10⁻⁸ without lateral terms and reaches 0.279 with them; (29) is tested in both sets.

In the three-step model σ = X_1 + X_2 + 2X_3 = 1 + X_3 = 1.54751, so

X_A* = −1.54751 × 0.91098 = −1.4098,  X_B* = −1.5475 × 0.0858 = −0.133.

These tie in with the one-sided sensitivities. Raising G_A* multiplies k_−1 and k_3 by the same factor and changes no other constant, so −X_A* = R_1 + F_3, which gives R_1 = 1.4098 − 0.5475 = 0.8623 and F_1 = X_1 − R_1 = −1.6156, the value found by varying k_1 alone.

The degrees of rate control of the transition states sum to one, and those of the intermediates are −σθ_n when each adsorbate takes one site and there are no lateral interactions. It remains to use the degrees as weights for errors in the computed free energies and to test how far that linear estimate holds.
